# A converged Davidson root may have the wrong symmetry or spin

**The argument under review**

The manuscript treats the CH radical with a bond length of 1.10 Å in the 6-31G* basis with five spherical $d$ functions. The orbitals come from a restricted open-shell Hartree–Fock calculation on the quartet $\sigma\pi_x\pi_y$. The two lowest $\sigma$ orbitals stay doubly occupied, and the other three electrons are distributed in all ways over the remaining 14 orbitals. With spin projection $M_S=\hbar/2$ this gives 1274 determinants.

The lowest eigenvector of the Hamiltonian matrix $H$ is sought by Davidson iteration. The guess is a doublet, the $^2\Sigma^-$ function of the configuration $\sigma\pi_x\pi_y$. After eleven iterations the energy is $-38.290484$ hartree and the residual norm is below $10^{-6}$ hartree. The authors conclude:

1. The residual is negligible, so this is the lowest state with $M_S=\hbar/2$.
2. The guess is a doublet and $H$ commutes with $S^2$, so the state is a doublet.

Does either conclusion follow?

**What a small residual proves**

Orbitals and coefficients are real. Let $x$ be the normalized current vector, $\theta=x^{T}Hx$ its energy and $r=(H-\theta)x$ its residual. Expand $x=\sum_k c_k|k\rangle$ in orthonormal eigenvectors of $H$ with eigenvalues $E_k$. Then

$$\|r\|^2=\sum_k c_k^2(E_k-\theta)^2\ \ge\ \min_k(E_k-\theta)^2\sum_k c_k^2=\min_k(E_k-\theta)^2 .$$

Some eigenvalue therefore lies within $\|r\|$ of $\theta$. The inequality does not say which one, and any excited eigenvector has zero residual. Conclusion 1 needs a further argument about which states the iteration can reach.

**What the iteration conserves**

Each step diagonalizes $H$ in the space spanned so far and takes the lowest eigenpair $(\theta,x)$, the Ritz pair. It then forms the correction

$$t=(D-\theta)^{-1}r,\qquad D_I=\langle I|H|I\rangle ,$$

orthogonalizes $t$ to the space and adds it. Here $I$ labels determinants, and $D$ is the diagonal matrix with elements $D_I$. The overall sign of $t$ is immaterial, because it does not change the span. Denominators smaller in magnitude than 0.01 hartree are replaced by 0.01 hartree. The result is still a function of $D_I$, so what follows is unaffected.

Let $G$ be a symmetry with $Gx=gx$ that commutes with both $H$ and $D$. Then

$$Gr=(H-\theta)Gx=g\,r,\qquad Gt=(D-\theta)^{-1}Gr=g\,t .$$

The second relation uses the fact that an operator commuting with $D-\theta$ also commutes with its inverse. If all earlier basis vectors have the label $g$, orthogonalization subtracts only vectors with this label, and the next Ritz vector is a combination of such vectors. By induction the whole search space keeps the label of the guess. In exact arithmetic, a lower state with another label is never found, however small the residual becomes.

The condition on $D$ is as necessary to this proof as the condition on $H$. Since $D$ is diagonal,

$$[G,D]_{IJ}=G_{IJ}\,(D_J-D_I), \tag{1}$$

so $G$ commutes with $D$ if and only if it connects only determinants with equal diagonal elements. Three cases matter here.

- *Mirror planes and $S_z$.* With symmetry-adapted orbitals each determinant is an eigenvector of these operators. They have no off-diagonal elements, and the commutator vanishes.
- *The reflection that exchanges $x$ and $y$.* It turns a determinant $I$ into $\pm I'$, provided that it maps the orbitals onto one another up to sign, as it does here. Because $H$ is invariant, $D_{I'}=D_I$, and the commutator again vanishes.
- *Total spin.* $S^2$ connects determinants with the same spatial occupation but different spin assignments. Their diagonal elements need not agree.

Conclusion 2 considers $[H,S^2]=0$ but overlooks $[D,S^2]$.

**Three open shells**

Write the determinants of $\sigma\pi_x\pi_y$ with the orbitals in this fixed order, a bar marking spin down:

$$|1\rangle=|\bar\sigma\,\pi_x\,\pi_y|,\quad |2\rangle=|\sigma\,\bar\pi_x\,\pi_y|,\quad |3\rangle=|\sigma\,\pi_x\,\bar\pi_y| .$$

Let $E_c$ be the sum of the three one-electron energies in the field of the frozen core and the three Coulomb integrals. Exchange lowers the energy of a parallel pair only, so

$$D_1=E_c-K_{xy},\qquad D_2=E_c-K_{\sigma y},\qquad D_3=E_c-K_{\sigma x}.$$

Determinants 1 and 2 differ in two spin orbitals. In their matrix element the direct term vanishes by spin integration, and the exchange term enters with a minus sign, which gives $-K_{\sigma x}$. The other pairs follow in the same way:

$$H=E_c-\begin{pmatrix}K_{xy}&K_{\sigma x}&K_{\sigma y}\\K_{\sigma x}&K_{\sigma y}&K_{xy}\\K_{\sigma y}&K_{xy}&K_{\sigma x}\end{pmatrix}.$$

For the spin, use $S^2=S_-S_++S_z(S_z+\hbar)$. The raising operator turns each $|i\rangle$ into $\hbar$ times the all-up determinant, and $S_-$ turns that into $\hbar\sum_j|j\rangle$. Hence

$$S^2|i\rangle=\hbar^2\Big(\tfrac34|i\rangle+\sum_{j=1}^3|j\rangle\Big).$$

The vector $(1,1,1)/\sqrt3$ has $S^2=\frac{15}{4}\hbar^2$ and is the quartet. Vectors whose coefficients sum to zero have $S^2=\frac34\hbar^2$ and are doublets. By (1), $[S^2,D]_{ij}=\hbar^2(D_j-D_i)$ for $i\neq j$, which vanishes for all pairs only if the three exchange integrals are equal.

Every row of the exchange matrix sums to $\Sigma K=K_{\sigma x}+K_{\sigma y}+K_{xy}$, so the quartet lies at $E_c-\Sigma K$. The trace of the matrix is also $\Sigma K$, so its other two eigenvalues are $\pm\mu$. The trace of its square is three times the sum of the squared integrals and equals $(\Sigma K)^2+2\mu^2$. Therefore

$$\mu^2=K_{\sigma x}^2+K_{\sigma y}^2+K_{xy}^2-K_{\sigma x}K_{\sigma y}-K_{\sigma x}K_{xy}-K_{\sigma y}K_{xy}.$$

For CH in this basis, $K_{\sigma x}=K_{\sigma y}=0.06476$ and $K_{xy}=0.02949$ hartree (in cc-pVTZ they are 0.0634 and 0.0285). Then $\mu=0.06476-0.02949=0.03527$ hartree and $\Sigma K=0.15901$ hartree. The doublet $(0,1,-1)/\sqrt2$, with the $\pi$ electrons coupled to a singlet, belongs to $^2\Delta$ and lies at $E_c-\mu$. The doublet $(2,-1,-1)/\sqrt6$, with the $\pi$ electrons coupled to a triplet, is the $^2\Sigma^-$ guess at $E_c+\mu$.

Now let a pure doublet residual of norm $\rho$ meet the preconditioner, with $r=\rho\,(1,-1,0)/\sqrt2$. The correction has components $\rho/[\sqrt2(D_1-\theta)]$ and $-\rho/[\sqrt2(D_2-\theta)]$. Its overlap with the quartet is their sum divided by $\sqrt3$:

$$a_Q=\frac{\rho}{\sqrt6}\left(\frac1{D_1-\theta}-\frac1{D_2-\theta}\right)=\frac{\rho\,(D_2-D_1)}{\sqrt6\,(D_1-\theta)(D_2-\theta)} .$$

Unequal exchange thus turns a doublet residual into a correction that is partly quartet. As an illustration, put $\theta$ at the quartet level. Then $D_1-\theta=0.12952$, $D_2-\theta=0.09425$ and $D_2-D_1=-0.03527$ hartree, so $a_Q/\rho=-1.18$ per hartree. The squared norm of $t$ is $\frac12(0.12952^{-2}+0.09425^{-2})\rho^2=86.1\,\rho^2$ per hartree squared, and the quartet weight of the normalized correction is $1.18^2/86.1\approx1.6\,\%$.

In the authors' run the leak begins elsewhere. Their guess is an eigenvector of the $3\times3$ block, so its residual lies wholly in other configurations. The quartet weight of the first correction is $2.3\times10^{-4}$: small, but not zero.

**Where the leak is absent**

At $M_S=0$ the rotation $R=e^{-i\pi S_y/\hbar}$ reverses all spins. It turns each determinant into plus or minus its spin-flipped partner, which has the same diagonal element because $H$ does not depend on spin. So $R$ commutes with $D$. On a state of total spin $S$ with $M_S=0$ it acts as $(-1)^S$. A singlet run can therefore acquire quintet components, but no triplet ones.

With two open shells at $M_S=0$, the two spin assignments are flip partners. The diagonal is then constant within the occupation, and no spin mixing arises there. With four open shells it can arise. For four electrons in $\sigma$, $\pi_x$, $\pi_y$ and three virtual orbitals, the block of $D$ between singlets and quintets has a largest singular value of 0.062 hartree for one choice of these virtual orbitals; other choices give 0.056 to 0.088 hartree.

This protection also hides states. Remove one electron from the CH model, keep the orbitals, and start from the singlet $\sigma\pi_x$. The iteration converges to a singlet at $-37.7638$ hartree. A triplet with the same mirror labels lies at $-37.8791$ hartree, 3.14 eV lower, and in exact arithmetic spin-flip symmetry keeps it out of reach. The gap is a model value, obtained with the frozen orbitals of the neutral quartet; it falls to 3.03–3.04 eV in the cc-pVDZ and 6-311G** bases.

**What happened in the authors' run**

The levels do not depend on how the virtual orbitals are mixed among themselves, but $D$ does, and so do the iteration counts. Other canonical virtual orbitals change the counts by at most one, and a floor of 0.02 to 0.3 hartree on the denominators lengthens this run by up to three steps; the final state stays the same. The history with the determinant diagonal is:

| Iteration | $\theta$ (hartree) | $\Vert r\Vert$ (hartree) | $\langle S^2\rangle/\hbar^2$ |
|---:|---:|---:|---:|
| 1 | −38.079393 | 0.34 | 0.75000 |
| 3 | −38.132923 | 0.0088 | 0.75000 |
| 4 | −38.132967 | 0.0019 | 0.75003 |
| 5 | −38.261076 | 0.28 | 3.73895 |
| 7 | −38.290480 | 0.0028 | 3.75000 |
| 11 | −38.290484 | 8.7 × 10⁻⁷ | 3.75000 |

The final state is a quartet, so conclusion 2 is false. At iteration 4 the run had nearly settled on a doublet, and a threshold of 0.002 hartree would have stopped it there. One more basis vector changed the state.

The direction of the change follows from the Ritz step, which takes the lowest energy available in the space. Once some combination of the basis vectors is mostly quartet and lies below the doublet, the lowest Ritz vector is no longer that doublet. The new basis vector need not lie below the doublet on its own. The inequality derived next shows that at iteration 4 the residual, from which the new basis vector is built, was far less pure than the current vector. Preconditioning and orthogonalization magnified the impurity further. At that step $\theta$ lay only 0.011 hartree from $D_1$ and 0.047 hartree from $D_2$ and $D_3$. The residual was 20 % quartet, whereas the new basis vector was 75 % quartet, had 75 % of its weight on these three determinants and lay 0.21 hartree above $\theta$.

The small impurity at iteration 4 gave little warning, for a reason that can be derived. Let $Q$ project onto the quartets. It commutes with $H$, so $Qr=(H-\theta)Qx$. If $\Delta_Q$ is the distance from $\theta$ to the nearest quartet level with the mirror labels of the run, then $\|r\|\ge\|Qr\|\ge\Delta_Q\|Qx\|$, and

$$w_Q=\|Qx\|^2\le\left(\frac{\|r\|}{\Delta_Q}\right)^2 .$$

Three electrons can form only doublets and quartets, so $\langle S^2\rangle/\hbar^2=\frac34+3w_Q$. At iteration 4 the weight is $w_Q=8.5\times10^{-6}$, and the bound is $1.4\times10^{-4}$. Read the other way, the same inequality gives $\|Qr\|^2/\|r\|^2\ge w_Q\Delta_Q^2/\|r\|^2=8.50\times10^{-6}/1.43\times10^{-4}\approx0.059$, so at least 5.9 % of the squared residual norm was quartet. The error in $\langle S^2\rangle$ is at most quadratic in the residual, so it can look harmless just before the state changes. The bound also shows that a fully converged root is spin pure again if no level of another spin coincides with it. When such a level is close, $\Delta_Q$ is small and a loosely converged vector may be strongly mixed.

**Which states lie lower**

Dense diagonalization of the same matrix, separately for each combination of mirror labels, gives the following levels among others (the table lists only those needed here):

| State | Energy (hartree) | Above the lowest (eV) |
|---|---:|---:|
| $^2\Pi$ | −38.3088 | 0 |
| $^4\Sigma^-$ | −38.2905 | 0.50 |
| $^2\Delta$ | −38.1873 | 3.31 |
| $^2\Sigma^-$ | −38.1330 | 4.79 |

The authors' root is $^4\Sigma^-$, which is not the lowest state, so conclusion 1 is false as well. The $^2\Pi$ level was excluded by the mirror planes: each of its components is odd in one of $x$ and $y$, whereas the guess is odd in both.

These energies belong to the model. It omits the correlation of the frozen electrons, takes the frozen orbitals from the quartet and uses a small basis, so the spacings should not be read as measured ones. The basis alone moves them by 0.1 to 0.2 eV: the same model in 6-311G** gives 0.59, 3.23 and 4.63 eV, in the same order.

**Two repairs, and their limits**

The first repair replaces $D_I$ by its average $\bar D_I$ over all determinants with the same spatial occupation and the same $M_S$. Since $S^2$ connects only determinants of equal occupation, (1) gives $[S^2,\bar D]=0$. For $\sigma\pi_x\pi_y$ the average is $E_c-\Sigma K/3$. From the same guess, the iteration now converges in eight steps to $-38.132967$ hartree with $\langle S^2\rangle=0.75\,\hbar^2$, the intended $^2\Sigma^-$.

This root still lies above a $^2\Delta$ component with the same spin and the same mirror labels. The reflection $x\leftrightarrow y$ separates them. It reverses the sign of $|1\rangle$ and sends $|2\rangle$ to $-|3\rangle$, so the $^2\Sigma^-$ function is odd and the $^2\Delta$ function is even. Agreement in spin and in the labels of the two mirror planes therefore does not show that a root is the lowest of its kind.

Averaging preserves purity in exact arithmetic but does not create it. When a quartet component of amplitude $10^{-3}$ was added to the guess, the averaged iteration ended at the quartet. Rounding errors also introduce foreign components: from the pure guess with a threshold of $10^{-10}$ hartree, the averaged iteration can itself slide to the quartet after about a dozen steps. Conservation in a long run should therefore be monitored.

The second repair changes the matrix:

$$H_\lambda=H+\lambda\left(\frac{S^2}{\hbar^2}-\frac34\right).$$

Doublets keep their energies, and quartets rise by $\lambda(\frac{15}{4}-\frac34)=3\lambda$. The $^4\Sigma^-$ level lies $38.2905-38.1330=0.1575$ hartree below the target, so $\lambda$ must exceed 0.0525 hartree to lift it above the target. The lower $^2\Delta$ level is not moved and is kept out only by the parity under $x\leftrightarrow y$. With $\lambda=0.20$ hartree and the unaveraged diagonal of $H_\lambda$, the run reaches $^2\Sigma^-$ in ten iterations. The analogous term for a high-spin target would lower states of smaller $S$. These are better excluded by choosing $M_S=S\hbar$ for the target, since a smaller total spin has no such component.

**Requested revision**

The root should be reported as $^4\Sigma^-$, and the claim that it is the lowest state should be withdrawn. To search for the lowest state, the authors should start from guesses in every combination of mirror labels and spin, and, where the two mirror labels are equal, in both parities under $x\leftrightarrow y$. Where they differ, that reflection maps one class onto the other and gives no further label. Asking for more roots does not replace this if all the guesses share one conserved label, because the search space then keeps that label. Several roots within each class are still advisable, since a guess that happens to be close to an excited eigenvector can meet the threshold at once. Each reported root should carry its $\langle S^2\rangle$ and its spatial labels beside the residual norm.
